D4 charge scaling, EEQ charges and the charge-response gradient

**1. Definitions and conventions**

Hartree atomic units are used. The system is finite, with N atoms at positions R_A, distances R_AB = |R_A − R_B| and unit vectors e_AB = (R_A − R_B)/R_AB. The partial charge q_A is positive when atom A has lost electrons, the total charge is Q, and

z_A = Z_A + q_A,

where Z_A is the nuclear charge, or a fixed effective nuclear charge. A prime on a pair function means d/dR_AB. The symbol 1 in matrix equations is the column of N ones.

Two coordination numbers appear. Both are built on

f_AB = ½ erfc(x),  x = k(R_AB − R_c)/R_c,  f′_AB = −[k/(R_c√π)] exp(−x²),

with R_c the sum of two covalent radii and k = 7.5; f′ follows from d erfc(x)/dx = −(2/√π)exp(−x²) and dx/dR = k/R_c. The plain count CN′_A = Σ_{B≠A} f_AB enters the charge model. The count CN_A = Σ_{B≠A} s_AB f_AB, with a symmetric factor s_AB that depends on the two elements and not on geometry, enters the polarizability weights.

Each element has references a with coordination number CN_a, charge q_a, z_a = Z + q_a, and polarizability α_a(iω). The atom in the molecule has

(1) α_A(iω) = Σ_a W_a(CN_A) ζ(z_A, z_a) α_a(iω),

(2) W_a = G_a/Σ_b G_b,  G_a = Σ_{j=1..N_a} exp[−β₂ j (CN_A − CN_a)²],  β₂ = 6.

The quantity differentiated is the two-body dispersion energy E. The gradient formula derived for it is exact within this model; the scaling function ζ is a model assumption.

**2. The scaling function**

ζ does not follow from quantum mechanics. It can, however, be obtained as the unique solution of a simple saturation law, which shows what it assumes. Let u = z_a/z, so that u = 1 at the reference and u grows as electrons are added. Require that ζ = 1 at the reference and that ln ζ approach a ceiling β₁ at a rate proportional to its distance from it:

d ln ζ/du = γ(β₁ − ln ζ),  ln ζ(u=1) = 0,

with β₁ = 3 and γ > 0 an element constant. Put p = β₁ − ln ζ. Then dp/du = −γp and p(1) = β₁, a linear equation with the single solution p = β₁ exp[−γ(u − 1)]. Hence

(3) ζ(z, z_a) = exp{β₁[1 − exp(γ(1 − z_a/z))]}.

Since ∂z/∂q = 1 and du/dz = −z_a/z², the chain rule gives ∂ ln ζ/∂q = γp · (−z_a/z²), that is

(4) ζ′ ≡ ∂ζ/∂q = −β₁γ (z_a/z²) exp[γ(1 − z_a/z)] ζ.

For z_a > 0 this is negative at every z > 0: removing electrons lowers the polarizability. At z = z_a, multiplying (4) by z gives d ln ζ/d ln z = −β₁γ, so to first order in q − q_a the function acts as the power (z_a/z)^{β₁γ}.

As z → ∞, u → 0 and ζ → exp[β₁(1 − e^γ)]. As z → 0⁺, u → ∞, p → 0 and ζ → e^{β₁} = 20.09. Each derivative of ζ with respect to z is a sum of terms containing exp(−γz_a/z) times a power of 1/z and a bounded factor, and such terms vanish at z → 0⁺. Setting ζ = e^{β₁} and ζ′ = 0 for z ≤ 0 therefore continues the function smoothly. The continuation is needed: for small negative z, (3) has u large and negative, p grows without bound and ζ collapses to zero. Numerical integration of the saturation law, the slope (4), the logarithmic slope and both limits were tested.

The same function is used once when the references are prepared. From a reference molecule A_mX_n and the molecule X_l one sets α_a = (1/m)[α(A_mX_n) − (n/l) ζ_X α(X_l)], with ζ_X scaling X from its charge in X_l to its charge in A_mX_n. These are fixed tables and contribute nothing to the gradient of the target system.

**3. Dispersion coefficients and energy**

The Casimir–Polder relation defines C6^{AB} = (3/π)∫₀^∞ α_A(iω)α_B(iω) dω. Because W and ζ do not depend on ω, they leave the integral:

(5) C6^{AB} = Σ_{a∈A} Σ_{b∈B} W_aζ_a C6^{ab} W_bζ_b,  C6^{ab} = (3/π)∫₀^∞ α_aα_b dω.

For single-oscillator references α_a = α_a⁰/(1 + ω²/ω_a²), partial fractions give ω_a²ω_b²/[(ω_a²+ω²)(ω_b²+ω²)] = [ω_a²ω_b²/(ω_b²−ω_a²)][1/(ω_a²+ω²) − 1/(ω_b²+ω²)]. With ∫₀^∞ dω/(c²+ω²) = π/(2c) the integral is πω_aω_b/[2(ω_a+ω_b)] for ω_a ≠ ω_b. The integral is continuous in the two frequencies, so the same expression, πω_a/4, holds at ω_a = ω_b, where the partial fractions do not exist. In either case C6^{ab} = (3/2)α_a⁰α_b⁰ω_aω_b/(ω_a+ω_b).

With C8 = 3ρ_Aρ_B C6 for element constants ρ, and Becke–Johnson damping,

(6) E = −Σ_{A<B} C6^{AB} Φ_AB,  Φ = s₆/(R⁶+R₀⁶) + 3s₈ρ_Aρ_B/(R⁸+R₀⁸),

Φ′ = −6s₆R⁵/(R⁶+R₀⁶)² − 24s₈ρ_Aρ_B R⁷/(R⁸+R₀⁸)².

The radius R₀ = a₁√(C8/C6) + a₂ = a₁√(3ρ_Aρ_B) + a₂ contains the ratio C8/C6, from which C6 cancels, so Φ is independent of charges and coordination numbers. Atom A appears in the pairs (A,B), and q_A and CN_A appear in the factors ζ_a and W_a of atom A alone. Therefore

(7) g_A ≡ ∂E/∂q_A = −Σ_{B≠A} Φ_AB Σ_{ab} W_aζ′_a C6^{ab} W_bζ_b,

(8) h_A ≡ ∂E/∂CN_A = −Σ_{B≠A} Φ_AB Σ_{ab} W′_aζ_a C6^{ab} W_bζ_b,

where the quotient rule on (2) gives W′_a = (G′_a − W_aΣ_bG′_b)/Σ_bG_b and G′_a = −2β₂(CN_A − CN_a)Σ_j j exp[−β₂j(CN_A − CN_a)²]. With ζ′ ≤ 0 and W, Φ, C6^{ab} positive, g_A ≥ 0: a more positive atom binds less. Any further energy term that depends on q adds its own derivative to g, and Sections 5 and 6 hold unchanged.

**4. What frequency independence costs**

For N_e electrons, α(iω) = Σ_n f_n/(ω_n²+ω²) with f_n = 2ω_n|⟨n|D|0⟩|², where D is the sum of one Cartesian coordinate over all electrons. Expanding ⟨0|[D,[H,D]]|0⟩ = ⟨2DHD − D²H − HD²⟩ over states gives Σ_n f_n. For a local potential [H,D] = −iP with P the total momentum component, and [D,P] = iN_e, so Σ_n f_n = N_e. This is the Thomas–Reiche–Kuhn sum rule, and it implies ω²α(iω) → N_e. The true ratio of ion to atom polarizability tends to the ratio of electron numbers at high frequency, whatever its static value, whereas (1) scales each reference by one factor at all ω.

The pair H, H⁻ shows the size of the effect in the extreme case z = 0 scaled from a neutral reference. Both were computed with a fixed nucleus, without relativity, in 14 s and 14 p Gaussians with exponents 0.003·2.2^n bohr⁻², n = 0 to 13; H⁻ was treated by restricted and time-dependent Hartree–Fock, which omits electron correlation. The static values are 4.501 bohr³ for H (closed form 9/2) and 91.42 bohr³ for H⁻, the latter tested against a finite-field calculation that also gives 91.42. At ω = 30 E_h, ω²α is 0.9989 and 1.9990, against 1 and 2. The ratio is 20.3, 3.08 and 2.00 at ω = 0, 0.5 and 30 E_h. A uniform factor matched to the static ratio predicts C6(H⁻,H⁻) = 20.312² × 6.501 = 2682 E_h bohr⁶, while quadrature of the H⁻ polarizability gives 648.7, so the prediction is 4.13 times the value at this level of theory. Larger even-tempered sets (19 to 24 s and p functions each) move the static values to 4.500 and 91.41 and the C6 values to 6.499 and 648.5, and leave the three ratios and the factor 4.13 unchanged. The static ratio lies close to e³ = 20.09; nothing here derives that agreement, and it belongs to the uncorrelated level alone. Restricted Hartree–Fock places H⁻ at −0.4879 E_h, above H at −0.5 E_h. Full configuration interaction in 13 s, 10 p and 4 d Gaussians gives a static polarizability near 211 bohr³ (214 with 2 d), a static ratio near 47, C6(H⁻,H⁻) near 2.0×10³ E_h bohr⁶ and an overestimate of about 7 in place of 4.13. By (4) the slope of ln ζ at the reference is −β₁γ/z_a. When |q_A − q_a| is much smaller than z_a/(β₁γ), ζ is therefore near 1 and the scaling step changes little at any frequency. For hydrogen-like z_a = 1 and γ = 1 this scale is only 0.33 e.

**5. The charge equations**

Give atom A the density q_A(πa_A²)^{−3/2}exp(−r²/a_A²), with Fourier transform q_A exp(−κ²a_A²/4) in the wave number κ. With σ² = a_A² + a_B² and the Coulomb kernel 4π/κ², the angular integral leaves the interaction per unit charges

A_AB = (2/π)(1/R) I(R),  I(R) = ∫₀^∞ exp(−κ²σ²/4) sin(κR)/κ dκ.

Then dI/dR = ∫₀^∞ exp(−κ²σ²/4)cos(κR) dκ = (√π/σ)exp(−R²/σ²) and I(0) = 0, so I = (π/2)erf(R/σ). For the self-interaction, erf(R/σ)/R → 2/(σ√π) at R → 0 with σ = √2 a_A. Adding an element constant J_A,

(9) A_AB = erf(R/σ)/R,  A_AA = J_A + √(2/π)/a_A,

A′_AB = [2/(σ√π)]exp(−R²/σ²)/R − erf(R/σ)/R².

The matrix (9) was tested against two-centre Gaussian integrals. The linear term is X_A = −χ_A + κ_A√CN′_A, with electronegativity χ_A and a constant κ_A. The charges minimize E_EEQ = ½qᵀAq − Xᵀq under 1ᵀq = Q. Stationarity of E_EEQ + λ(1ᵀq − Q) in q and λ gives

(10) Aq + λ1 = X,  1ᵀq = Q,  or  M(q, λ) = (X, Q),  M = [[A, 1], [1ᵀ, 0]].

A larger χ_A lowers X_A and with it q_A: the atom draws in electrons, as the sign convention requires.

Let the N−1 orthonormal columns of Y span the vectors with zero sum, so Yᵀ1 = 0. The stationary point is a minimum if YᵀAY is positive definite. This has to be checked, because J_A may be negative and the positivity of the Gaussian Coulomb energy then does not settle it. Under this condition M is invertible: if Av + ν1 = 0 and 1ᵀv = 0, then v = Yc; multiplying by Yᵀ gives YᵀAYc = 0, so c = 0, and then ν = 0.

**6. Response of the charges and the adjoint solve**

Vary the geometry at fixed Q. Differentiating (10),

A dq + dλ 1 = dX − dA q ≡ b,  1ᵀdq = 0.

The second equation gives dq = Yc. Multiplying the first by Yᵀ removes dλ, so c = (YᵀAY)⁻¹Yᵀb and

(11) dq = K(dX − dA q),  K = Y(YᵀAY)⁻¹Yᵀ.

K is symmetric because A is, and K1 = 0. If A itself is invertible and 1ᵀA⁻¹1 ≠ 0, write dq = A⁻¹(b − dλ1); the constraint fixes dλ = 1ᵀA⁻¹b/(1ᵀA⁻¹1), and

K = A⁻¹ − A⁻¹11ᵀA⁻¹/(1ᵀA⁻¹1).

The total differential of E(R, q(R)) is dE = dE|_q + gᵀdq. By the symmetry of K, gᵀKb = (Kg)ᵀb, so

(12) dE = dE|_q + yᵀ(dX − dA q),  y = Kg.

The vector y solves a system with the same matrix as the charges, since the argument leading to (11) applies to any right-hand side with zero in the last place:

(13) M(y, μ) = (g, 0),  that is  Ay + μ1 = g,  1ᵀy = 0.

Solving for dq coordinate by coordinate takes 3N right-hand sides, and forming K first takes N; (13) needs one, with the factorization of M already available. The unit of y is charge.

Three properties follow. First, μ = dE/dQ at fixed geometry. Differentiating (10) in Q gives A s + (dλ/dQ)1 = 0 and 1ᵀs = 1 for s = dq/dQ. Then dE/dQ = sᵀg = sᵀAy + μ sᵀ1 = −(dλ/dQ)1ᵀy + μ = μ. Second, adding a constant c to every g_A leaves y unchanged, because K1 = 0; differences of g between atoms drive the response, as charge can move but not appear. Third, for E_EEQ itself the charge derivative is Aq − X = −λ1, so y = 0 and no response term arises. The dispersion energy is not the function that q minimizes, its g is in general not uniform, and the term survives.

Because y contains (YᵀAY)⁻¹, at fixed g it grows as 1/ε when the lowest eigenvalue ε of YᵀAY approaches zero, unless g has no component along that mode. This alone does not make the response diverge, since g depends on q and the charges share the same inverse. For two atoms with Q = 0 and X₁ ≠ X₂, q grows as 1/ε and, by (11), dq as 1/ε², while (4) makes g fall as 1/z² on the positive atom and vanish on the atom with z ≤ 0, so gᵀdq stays finite. The charges of this pair do diverge in that limit, so a small ε is a warning that the charge model may be failing. For Q ≠ 0 the charge q₁ is proportional to [X₁ − X₂ + Q(A₂₂ − A₁₂)]/ε; where this numerator vanishes, q and g stay finite and gᵀdq in general grows as 1/ε.

**7. Pair form of the gradient**

The diagonal of A is constant, and dA_AB = A′_AB dR_AB. Collecting the two orderings of each pair,

yᵀdA q = Σ_{A≠B} y_Aq_B A′_AB dR_AB = Σ_{A<B}(y_Aq_B + y_Bq_A)A′_AB dR_AB.

From dX_A = [κ_A/(2√CN′_A)]Σ_B f′_AB dR_AB, with t_A = y_Aκ_A/(2√CN′_A),

yᵀdX = Σ_A t_A Σ_{B≠A} f′_AB dR_AB = Σ_{A<B}(t_A + t_B) f′_AB dR_AB.

The same rearrangement applies to Σ_A h_A dCN_A. So dE = Σ_{A<B} w_AB dR_AB. Since ∂R_AB/∂R_C = (δ_AC − δ_BC)e_AB and e_BA = −e_AB,

(14) ∂E/∂R_C = Σ_{B≠C} w_CB e_CB,  w = w^rad + w^CN + w^Coul + w^EN,

w^rad = −C6^{AB}Φ′_AB,  w^CN = (h_A + h_B)s_AB f′_AB,

w^Coul = −(y_Aq_B + y_Bq_A)A′_AB,  w^EN = (t_A + t_B)f′_AB.

The last two form the response. Each w is symmetric and multiplies a vector along the pair, so each part separately carries no net force and no net torque. If CN′ is passed through a smooth cap before the square root, both X and the square root in t_A use the capped value, and t_A gains the derivative of the cap as a factor.

The factor 1/√CN′_A diverges for an atom that is pulled away, but the product does not. As CN′_A ≥ f_AB, |f′_AB|/√CN′_A ≤ |f′_AB|/√f_AB. For large x, erfc(x) ≈ exp(−x²)/(x√π), so this bound behaves as √x exp(−x²/2) and vanishes. In floating point f should be evaluated with erfc, since 1 + erf(−x) rounds to zero while f′ is still nonzero, and the term should be set to zero when CN′ underflows.

The order of evaluation is: CN′, CN and their pair slopes; A and X; factorize M and solve (10); W, W′, ζ, ζ′; one pair loop for E, g, h; solve (13); a second pair loop for (14). Periodic systems need a lattice-summed A and are outside this treatment.

**8. Neutral diatomic and two limits**

For two atoms with Q = 0, q₂ = −q₁. Subtracting the two rows of (10) removes λ: (A₁₁ − A₁₂)q₁ − (A₁₂ − A₂₂)q₁ = X₁ − X₂. With D = A₁₁ + A₂₂ − 2A₁₂, which equals 2YᵀAY for Y = (1, −1)/√2,

q₁ = (X₁ − X₂)/D,  y₁ = −y₂ = (g₁ − g₂)/D.

Differentiating Dq₁ = X₁ − X₂ with D′ = −2A′₁₂,

(15) dq₁/dR = (X′₁ − X′₂ + 2A′₁₂q₁)/D,  response = (g₁ − g₂) dq₁/dR.

For R ≪ R₀, Φ → s₆/R₀⁶ + 3s₈ρ₁ρ₂/R₀⁸ stays finite while Φ′ vanishes as R⁵. The radial part is then suppressed, but g is proportional to Φ and is not. For bonded pairs the response can therefore exceed the radial part.

For large R, X′ → 0, A₁₂ → 1/R and A′₁₂ → −1/R². The charge tends to (χ₂ − χ₁)/(A₁₁ + A₂₂), which is not zero when χ₁ ≠ χ₂: this model then leaves fractional charges on separated atoms. Write ℓ_A = ∂ ln C6/∂q_A, so g_A = −ℓ_A C6 s₆/R⁶ at leading order. With dq₁/dR = −2q₁/(DR²), the response is 2q₁(ℓ₁ − ℓ₂)C6 s₆/(DR⁸). The radial part is 6C6 s₆/R⁷, and the ratio q₁(ℓ₁ − ℓ₂)/(3DR) falls as 1/R.

**9. Worked example**

The constants β₁, β₂ and k have their D4 values. All else consists of round model parameters for two atom types, L and M, which are not the D4 tables: s₆ = s₈ = 1, a₁ = 0.4, a₂ = 4.5 bohr, s_AB = 0.9 for unlike and 1 for like pairs.

L: Z = 1, χ = 1.0, J = −0.2, a = 0.6, κ = 0.1, radius 0.8, γ = 1.0, ρ = 2.0; references (CN_a, q_a, α⁰, ω, N_a) = (0, 0, 5.0, 0.5, 1), (0.9, 0.1, 3.0, 0.6, 1).

M: Z = 6, χ = 1.3, J = 0.1, a = 1.5, κ = 0.05, radius 1.6, γ = 0.8, ρ = 3.0; references (0, 0, 12.0, 0.5, 1), (1, −0.2, 10.0, 0.55, 1), (2, −0.4, 9.0, 0.6, 3).

For these γ the logarithmic slopes at the reference are −3.00 and −2.40 and the lower limits of ζ are 0.0058 and 0.0253. Six digits are kept below so that an implementation can be compared; they carry no physical accuracy.

Take LM at R = 2.2 bohr, Q = 0. Then CN′ = 0.811620 with slope −1.192968 bohr⁻¹, and multiplying by 0.9, CN = 0.730458 with slope −1.073671. Equation (9) gives A_LL = 1.129808, A_MM = 0.631923, A_LM = 0.429943, A′_LM = −0.145729, so

D = 1.129808 + 0.631923 − 2(0.429943) = 0.901845 > 0.

With X_L = −1.0 + 0.1√0.811620 = −0.909910 and X_M = −1.3 + 0.05√0.811620 = −1.254955,

q_L = (−0.909910 + 1.254955)/0.901845 = 0.382599 e,

λ = X_L − (A_LL − A_LM)q_L = −1.177678 E_h/e.

The slopes X′ = κf′/(2√CN′) are −0.066210 and −0.033105, so (15) gives

dq_L/dR = [−0.066210 + 0.033105 + 2(−0.145729)(0.382599)]/0.901845 = −0.160356 e/bohr.

The weights are (0.046135, 0.953865) for L and (0.059212, 0.940696, 0.000092) for M. For the dominant reference of L, z_a/z = 1.1/1.382599 and (3) gives ζ = exp{3[1 − exp(1 − 1.1/1.382599)]} = 0.506437; the other is 0.384270. For M the factors are 1.172443, 1.080051 and 0.992584, the last below 1 because q_M lies above that reference charge of −0.4. Equation (5) gives C6 = 7.213707 E_h bohr⁶, against 16.170225 with both charges set to zero at the same weights, so the charges more than halve this coefficient. With R₀ = 0.4√18 + 4.5 = 6.197056 bohr, Φ = 2.589384×10⁻⁵ and Φ′ = −1.035950×10⁻⁷,

E = −7.213707 × 2.589384×10⁻⁵ = −1.867906×10⁻⁴ E_h.

Equations (7) and (8) give g_L = 3.951142×10⁻⁴, g_M = 0.803156×10⁻⁴, h_L = 1.362576×10⁻⁵, h_M = 2.937851×10⁻⁵. Then

y_L = (3.951142 − 0.803156)×10⁻⁴/0.901845 = 3.490606×10⁻⁴ e,

μ = g_L − (A_LL − A_LM)y_L = 1.50819×10⁻⁴ E_h/e,

and a finite difference of E in Q gives the same μ. The four parts, in E_h/bohr, are

w^rad = 7.213707 × 1.035950×10⁻⁷ = +0.07473×10⁻⁵,

w^CN = (1.362576 + 2.937851)×10⁻⁵ × (−1.073671) = −4.61724×10⁻⁵,

w^Coul = 2y_Lq_LA′_LM = 2(3.490606×10⁻⁴)(0.382599)(−0.145729) = −3.89242×10⁻⁵,

w^EN = y_L(X′_L − X′_M) = 3.490606×10⁻⁴ × (−0.033105) = −1.15556×10⁻⁵.

The response is −5.04799×10⁻⁵ E_h/bohr (−2.596×10⁻³ eV/Å), equal to (g_L − g_M)dq_L/dR. The total is −9.59050×10⁻⁵ E_h/bohr (−4.932×10⁻³ eV/Å), and the finite difference of the energy agrees in all these digits. The response is 53% of the total, and the radial part is 0.8% of the total in magnitude, as the limit R ≪ R₀ leads one to expect. The share of the response depends strongly on R through the CN part: it is close to 100% at 1.8 bohr and 16% at 2.4 bohr. The total is negative, so in this model the two-body dispersion energy of the pair falls on a small stretch from R = 2.2 bohr. The signs show why for the response: stretching lowers q_L, electrons return from M to L, and since g_L > g_M the gain on L outweighs the loss on M.

A five-atom cluster M L L M L, with coordinates (0, 0, 0), (2.1, 0, 0.2), (−0.6, 2.2, 0), (1.0, 0.5, 5.5), (1.5, −1.2, 4.2) bohr, probes the general formula. The lowest eigenvalue of YᵀAY is 0.2974 E_h/e² for both charges, as A does not depend on Q. For Q = 0, E = −1.928×10⁻³ E_h, and the Euclidean norms over the 15 components are 4.47×10⁻⁴ (radial), 1.43×10⁻³ (CN), 1.04×10⁻⁴ (Coulomb) and 1.89×10⁻⁵ (EN) E_h/bohr; the response norm 1.22×10⁻⁴ is 8% of the total norm 1.50×10⁻³. For Q = +1, E = −1.381×10⁻³ E_h and the response norm 5.62×10⁻⁵ is 5% of 1.055×10⁻³. The smaller share than in the diatomic is an observation for this geometry and these parameters.

The reference gradient was formed by finite differences of an energy that uses the same functions for A, X, W, ζ and Φ, but takes the charges from elimination of the constraint and C6 from quadrature over ω. The largest component of the deviation from (14) is 2.8×10⁻¹² E_h/bohr for Q = 0 and 2.1×10⁻¹² for Q = +1, to be set against gradient norms near 10⁻³. For the diatomic and both cluster charges the tests also covered: q against direct minimization; the two forms of K; dq/dR and g against finite differences; the response against the difference of relaxed-charge and frozen-charge gradients; failure of agreement when either w^Coul or w^EN is dropped; invariance of y under a shift of g; and μ = dE/dQ. For E_EEQ in the cluster the relaxed and frozen gradients differ by about 3×10⁻¹³ E_h/bohr, consistent with y = 0. The numerical output below lists the values used, apart from the larger-basis and correlated values of Section 4 and the shares at 1.8 and 2.4 bohr.

Calculated quantities

```
b1=3.0 b2=6.0 k=7.5 unlike factor=0.9 s6=1.0 s8=1.0 a1=0.4 a2=4.5 bohr
L {'Z': 1, 'chi': 1.0, 'J': -0.2, 'a': 0.6, 'kap': 0.1, 'rc': 0.8, 'gam': 1.0, 'rho': 2.0} (a.u.)
L refs (CN,q,alpha0,omega0,Ng): [(0.0, 0.0, 5.0, 0.5, 1), (0.9, 0.1, 3.0, 0.6, 1)]
M {'Z': 6, 'chi': 1.3, 'J': 0.1, 'a': 1.5, 'kap': 0.05, 'rc': 1.6, 'gam': 0.8, 'rho': 3.0} (a.u.)
M refs (CN,q,alpha0,omega0,Ng): [(0.0, 0.0, 12.0, 0.5, 1), (1.0, -0.2, 10.0, 0.55, 1), (2.0, -0.4, 9.0, 0.6, 3)]
zeta upper limit exp(b1) = 20.0855
zeta lower limits L, M = 0.00577 0.02531
log slope -b1*gam at reference L, M = -3.00 -2.40
--- diatomic LM, R = 2.2 bohr, Q = 0 ---
CN' (EEQ), dCN'/dR [1/bohr] = 0.811620 -1.192968
CN (weights), dCN/dR [1/bohr] = 0.730458 -1.073671
A_LL, A_MM, A_LM [Eh/e^2] = 1.129808 0.631923 0.429943
dA_LM/dR [Eh/e^2/bohr], D [Eh/e^2] = -0.145729 0.901845
X_L, X_M, lambda [Eh/e] = -0.909910 -1.254955 -1.177678
dX_L/dR, dX_M/dR [Eh/e/bohr] = -0.066210 -0.033105
q_L, q_M [e] = 0.382599 -0.382599
dq_L/dR [e/bohr] = -0.160356
W(L) = 0.046135 0.953865  zeta(L) = 0.384270 0.506437
W(M) = 0.059212 0.940696 0.000092  zeta(M) = 1.172443 1.080051 0.992584
C6_LM [Eh bohr^6] = 7.213707
C6_LM at q=0 [Eh bohr^6] = 16.170225
R0 [bohr] = 6.197056
Phi [bohr^-6], dPhi/dR [bohr^-7] = 2.589384e-05 -1.035950e-07
E [Eh] = -1.867906e-04
g_L, g_M [Eh/e] = 3.951142e-04 8.031560e-05
dE/dCN_L, dE/dCN_M [Eh] = 1.362576e-05 2.937851e-05
y_L, y_M [e] = 3.490606e-04 -3.490606e-04
mu, finite-difference dE/dQ [Eh/e] = 1.508190e-04 1.508190e-04
dE/dR part radial [Eh/bohr] = 7.473041e-07
dE/dR part cn [Eh/bohr] = -4.617244e-05
dE/dR part coul [Eh/bohr] = -3.892424e-05
dE/dR part en [Eh/bohr] = -1.155562e-05
dE/dR response [Eh/bohr], [eV/A] = -5.047986e-05 -2.595779e-03
dE/dR total [Eh/bohr], [eV/A] = -9.590500e-05 -4.931633e-03
dE/dR finite difference [Eh/bohr] = -9.590500e-05
--- cluster MLLML xyz [bohr]: [[0.0, 0.0, 0.0], [2.1, 0.0, 0.2], [-0.6, 2.2, 0.0], [1.0, 0.5, 5.5], [1.5, -1.2, 4.2]]
Q=0: q [e] = -0.6418 0.3676 0.3548 -0.4491 0.3686  min eig ZAZ [Eh/e^2] = 0.2974
Q=0: E [Eh], mu [Eh/e] = -1.92758e-03 6.70625e-04
Q=0: norms radial, cn, coul, en [Eh/bohr] = 4.473e-04 1.426e-03 1.039e-04 1.889e-05
Q=0: norms response, total [Eh/bohr] = 1.217e-04 1.501e-03
Q=0: max error, EEQ-energy response [Eh/bohr] = 2.8e-12 2.8e-13
Q=1: q [e] = -0.3402 0.4684 0.4787 -0.0620 0.4551  min eig ZAZ [Eh/e^2] = 0.2974
Q=1: E [Eh], mu [Eh/e] = -1.38117e-03 4.41115e-04
Q=1: norms radial, cn, coul, en [Eh/bohr] = 3.262e-04 1.030e-03 4.608e-05 1.066e-05
Q=1: norms response, total [Eh/bohr] = 5.624e-05 1.055e-03
Q=1: max error, EEQ-energy response [Eh/bohr] = 2.1e-12 3.3e-13
--- H and H-: 14 s + 14 p exponents 0.003*2.2^k bohr^-2 ---
E(H), E_RHF(H-), eps(H-) [Eh] = -0.49998 -0.48791 -0.04622
alpha(0) H, H- TDHF, H- finite field [bohr^3] = 4.501 91.418 91.423
w^2 alpha(iw) at w=30 Eh, H and H- = 0.9989 1.9990
alpha ratio H-/H at w = 0, 0.5, 30 Eh = 20.312 3.081 2.001
C6(H,H), C6(H-,H-) [Eh bohr^6] = 6.501 648.652
static ratio^2 * C6(H,H) [Eh bohr^6] = 2682.0
overestimate factor = 4.13
```
